\section*{The Exp-6 Potential: Spurious Maximum, Collapse and Tang-Toennies Damping}

\section*{Problem}

Two neutral atoms at separation $r>0$ interact through the Buckingham potential
\begin{equation}
V(r)=A e^{-br}-\frac{C_6}{r^6},\qquad A,\,b,\,C_6>0 .
\label{buck}
\end{equation}
The exponential models the repulsion of overlapping electron clouds, and the second term is the leading dispersion attraction. The zero of energy is the separated pair. Define the steepness $\alpha=br_m$, where $r_m$ is a separation at which $V'(r_m)=0$ and $V(r_m)=-\varepsilon$, with $\varepsilon>0$.

\begin{enumerate}
\item[(a)] Express $A$ and $C_6$ through $\varepsilon$, $r_m$ and $\alpha$. Which $\alpha$ are allowed?
\item[(b)] Find the number and nature of the stationary points as $\alpha$ varies. When $r_m$ is a minimum, give the position of any maximum in closed form.
\item[(c)] Find the height of this maximum, its trend with $\alpha$, and the steepness at which it lies at zero energy. What happens as $r\to0$?
\item[(d)] The attraction is now multiplied by the Tang-Toennies function $f_6(br)$, where
\begin{equation}
f_n(y)=1-e^{-y}\sum_{k=0}^{n}\frac{y^k}{k!}.
\label{ttdef}
\end{equation}
Find the behaviour at small $r$. Would $f_4$ or $f_5$ do as well?
\item[(e)] How many stationary points does the damped potential have?
\item[(f)] With $A$, $b$ and $C_6$ unchanged, how does damping alter the well?
\item[(g)] Evaluate the results for the model parameters $\alpha=12$, $r_m=4$~\AA, $\varepsilon=10$~meV.
\end{enumerate}

The Lambert function $W(z)$, defined by $We^{W}=z$, may be used. For $-1/e<z<0$ it has two real values: $W_0(z)$ between $-1$ and $0$, and $W_{-1}(z)$ below $-1$.

\section*{Solution}

\subsection*{(a) The reduced form}

The derivative of \eqref{buck} is $V'=-bAe^{-br}+6C_6/r^7$. Setting it to zero at $r_m$, with $b=\alpha/r_m$, gives
\begin{equation}
Ae^{-\alpha}=\frac{6C_6}{\alpha r_m^6}.
\end{equation}
Inserting this into $V(r_m)=-\varepsilon$ gives
\begin{equation}
\frac{C_6}{r_m^6}\left(\frac{6}{\alpha}-1\right)=-\varepsilon .
\end{equation}
Hence
\begin{equation}
C_6=\frac{\varepsilon\alpha r_m^6}{\alpha-6},\qquad
A=\frac{6\varepsilon e^\alpha}{\alpha-6}.
\label{params}
\end{equation}
Since $C_6$ and $\varepsilon$ are positive, $\alpha>6$ is required. With $x=r/r_m$ and $U=V/\varepsilon$, the potential becomes
\begin{equation}
U(x)=\frac{6e^{\alpha(1-x)}-\alpha x^{-6}}{\alpha-6}.
\label{reduced}
\end{equation}
So far $x=1$ is known to be stationary, but not yet to be a minimum.

\subsection*{(b) The stationary points}

Differentiating \eqref{reduced},
\begin{equation}
U'(x)=\frac{6\alpha}{\alpha-6}\left[x^{-7}-e^{\alpha(1-x)}\right].
\label{slope}
\end{equation}
The prefactor is positive. Taking the logarithm of both terms in the bracket shows that $U'>0$ when $-7\ln x>\alpha(1-x)$, that is, when
\begin{equation}
g(x)=7\ln x-\alpha(x-1)
\end{equation}
is negative. Similarly $U'<0$ when $g>0$. Because $g''=-7/x^2<0$, $g$ has a single peak, at $x=7/\alpha$, and at most two zeros. It tends to $-\infty$ both for $x\to0$ and for $x\to\infty$, and one zero is $x=1$. Three cases follow.

\begin{itemize}
\item For $\alpha>7$ the peak lies inside $x=1$, so there is a second zero $x_*<7/\alpha<1$. Going outward, $U$ rises to $x_*$, falls to $x=1$, and rises again. Thus $x_*$ is a maximum and $x=1$ the minimum.
\item For $\alpha=7$ the two zeros merge. Then $g<0$ except at $x=1$, so $U$ rises throughout and has an inflection instead of a well.
\item For $6<\alpha<7$ the second zero lies outside $x=1$. Now $x=1$ is the maximum and the outer point is the minimum. At $\alpha=6.5$ the minimum is at $x=1.158$.
\end{itemize}

The names ``well position'' for $r_m$ and ``well depth'' for $\varepsilon$ are therefore justified only for $\alpha>7$.

To solve for $x_*$, divide $7\ln x=\alpha(x-1)$ by 7 and exponentiate, which gives $x=e^{\alpha x/7}e^{-\alpha/7}$. Multiplying by $-(\alpha/7)e^{-\alpha x/7}$ gives
\begin{equation}
\left(-\frac{\alpha x}{7}\right)e^{-\alpha x/7}
=-\frac{\alpha}{7}e^{-\alpha/7}.
\end{equation}
This is $We^W=z$ with $W=-\alpha x/7$. For $\alpha>7$ the known root $x=1$ has $W=-\alpha/7<-1$ and belongs to $W_{-1}$. The other root belongs to $W_0$:
\begin{equation}
x_*=-\frac{7}{\alpha}\,W_0\!\left(-\frac{\alpha}{7}e^{-\alpha/7}\right),
\qquad \alpha>7 .
\label{xstar}
\end{equation}

\subsection*{(c) Barrier height and collapse}

At the maximum, \eqref{slope} gives $e^{\alpha(1-x_*)}=x_*^{-7}$. Substitution in \eqref{reduced}, with $x_*^{-6}=x_*\,x_*^{-7}$, yields
\begin{equation}
U_*=U(x_*)=\frac{x_*^{-7}(6-\alpha x_*)}{\alpha-6}.
\label{height}
\end{equation}

For the trend, first differentiate $7\ln x_*=\alpha(x_*-1)$ with respect to $\alpha$:
\begin{equation}
\left(\frac{7}{x_*}-\alpha\right)\frac{dx_*}{d\alpha}=x_*-1 .
\end{equation}
The bracket is positive because $x_*<7/\alpha$, and the right side is negative. The maximum therefore moves inward as $\alpha$ grows.

In $dU_*/d\alpha$ the contribution of this motion is $U'(x_*)\,dx_*/d\alpha=0$, so it suffices to differentiate \eqref{reduced} at fixed $x$. Its numerator has the derivative $6(1-x)e^{\alpha(1-x)}-x^{-6}$, which at $x_*$ equals $x_*^{-7}(6-7x_*)$. The numerator itself is $x_*^{-7}(6-\alpha x_*)$. The quotient rule gives
\begin{align}
\frac{dU_*}{d\alpha}
&=\frac{x_*^{-7}}{(\alpha-6)^2}
\left[(6-7x_*)(\alpha-6)-(6-\alpha x_*)\right]\nonumber\\
&=\frac{x_*^{-7}}{(\alpha-6)^2}
\left[6\alpha-42-6\alpha x_*+42x_*\right]\nonumber\\
&=\frac{6(\alpha-7)(1-x_*)}{(\alpha-6)^2\,x_*^{7}}>0 .
\end{align}
A steeper repulsion gives a higher barrier, at fixed $\varepsilon$ and $r_m$.

By \eqref{height}, the top is at zero energy when $\alpha x_*=6$, or $W_0=-6/7$ in \eqref{xstar}. The argument of $W_0$ must then equal $-(6/7)e^{-6/7}$:
\begin{equation}
-\frac{\alpha}{7}e^{-\alpha/7}=-\frac67e^{-6/7}.
\end{equation}
The solution with $\alpha>7$ is on the other branch,
\begin{equation}
\alpha_0=-7\,W_{-1}\!\left(-\frac67e^{-6/7}\right)=8.105 .
\end{equation}
For $7<\alpha<\alpha_0$ the maximum lies below the energy of the separated atoms. Two atoms approaching head-on from rest at large separation then meet no barrier at all. For $\alpha>\alpha_0$ the top is positive and $U$ has two zeros, one on each side of it. To find them, multiply $6e^{\alpha(1-x)}=\alpha x^{-6}$ by $x^6e^{-\alpha}/6$:
\begin{equation}
x^6e^{-\alpha x}=\frac{\alpha}{6}e^{-\alpha}.
\end{equation}
The positive sixth root, multiplied by $-\alpha/6$, is again of the form $We^W=z$, now with $W=-\alpha x/6$:
\begin{equation}
x=-\frac{6}{\alpha}\,
W\!\left(-\left(\frac{\alpha}{6}\right)^{7/6}e^{-\alpha/6}\right).
\label{zeros}
\end{equation}
$W_0$ gives the inner zero and $W_{-1}$ the outer one.

Inside the maximum the potential collapses. The exponential in \eqref{reduced} never exceeds $e^\alpha$, so
\begin{equation}
x^6U(x)\to-\frac{\alpha}{\alpha-6},\qquad
V(r)\simeq-\frac{C_6}{r^6}\to-\infty\qquad(r\to0).
\end{equation}
No finite $\alpha$ prevents this; a larger one moves the collapse inward and hides it behind a higher barrier. The defect remains in classical statistical mechanics, where the pair integral $\int e^{-V/k_BT}r^2\,dr$ diverges at its lower end for every temperature $T$. A simulation that starts outside the maximum and never crosses it samples only the outer region.

\subsection*{(d) The damped potential at short range}

The form $-C_6/r^6$ assumes charge clouds that do not overlap, so it has no justification at small $r$. The damped potential is
\begin{equation}
V_d(r)=Ae^{-br}-f_6(br)\frac{C_6}{r^6}.
\label{damped}
\end{equation}
Writing the 1 in \eqref{ttdef} as $e^{-y}\sum_{k=0}^{\infty}y^k/k!$ cancels the first $n+1$ terms:
\begin{equation}
f_n(y)=e^{-y}\sum_{k=n+1}^{\infty}\frac{y^k}{k!}
\simeq\frac{y^{n+1}}{(n+1)!}\qquad(y\to0).
\label{tail}
\end{equation}
This form shows that $f_n$ is positive, and \eqref{ttdef} shows that it is below 1 and tends to 1 at large $y$. The long-range attraction is therefore kept.

With $y=br$, the attraction is $C_6b^6f_6(y)/y^6\simeq C_6b^6y/5040$, which vanishes at $r=0$. Hence
\begin{equation}
V_d(0)=A,\qquad
V_d'(0)=-b\left(A+\frac{C_6b^6}{5040}\right).
\label{origin}
\end{equation}
The divergence is gone. The order of the damping function matters:
\begin{itemize}
\item with $f_4$ the attraction behaves as $C_6b^6/(120y)$ and still diverges, as $1/r$;
\item with $f_5$ it tends to the constant $C_6b^6/720$, so the potential is finite but $V_d(0)$ is lowered by that amount;
\item $f_6$ is the lowest order for which the attraction vanishes at the origin.
\end{itemize}

The finite value $A$ is a property of the model. At very small separation the true interaction is dominated by the Coulomb repulsion of the nuclei, which grows as $1/r$. Equation \eqref{damped} should not be used there.

\subsection*{(e) One minimum and no maximum}

A finite value at the origin does not by itself exclude a maximum, so the slope must be examined. Let $F(y)=f_6(y)/y^6$, so that $V_d=Ae^{-y}-C_6b^6F(y)$. Differentiating \eqref{ttdef}, all terms of the two sums cancel except the last, and
\begin{equation}
f_6'(y)=e^{-y}\left[\sum_{k=0}^{6}\frac{y^k}{k!}
-\sum_{k=0}^{5}\frac{y^k}{k!}\right]=\frac{e^{-y}y^6}{720}.
\end{equation}
Therefore
\begin{equation}
F'(y)=\frac{f_6'}{y^6}-\frac{6f_6}{y^7}
=\frac{e^{-y}}{720}-\frac{6f_6(y)}{y^7}.
\end{equation}
Define $h(y)=-e^yF'(y)$ and insert \eqref{tail}:
\begin{align}
h(y)&=\frac{6e^yf_6(y)}{y^7}-\frac1{720}\label{hclosed}\\
&=6\sum_{k=7}^{\infty}\frac{y^{k-7}}{k!}-\frac{1}{720}
=-\frac1{5040}+6\sum_{k=8}^{\infty}\frac{y^{k-7}}{k!}.
\label{hseries}
\end{align}
The constant comes from the $k=7$ term, $6/5040-7/5040$. Every power of $y$ in \eqref{hseries} has a positive coefficient, so $h$ rises strictly from $-1/5040$ to infinity.

The slope of the damped potential is
\begin{equation}
\frac{dV_d}{dy}=-Ae^{-y}-C_6b^6F'
=C_6b^6e^{-y}\left[h(y)-\frac{A}{C_6b^6}\right].
\label{dslope}
\end{equation}
The bracket is negative at $y=0$, increases strictly, and ends positive. It vanishes once. The potential thus falls from $A$ to a single minimum and then rises towards zero, so the minimum has negative energy. This holds for all positive $A$, $b$ and $C_6$, including those for which the undamped potential has no well.

\subsection*{(f) The effect on the well}

The difference $V_d-V=[1-f_6(br)]C_6/r^6$ is positive: damping weakens the attraction at every finite $r$. By \eqref{params}, $A/(C_6b^6)=6e^\alpha/\alpha^7$, and the damped minimum $y_d$ satisfies $h(y_d)=6e^\alpha/\alpha^7$. Take $\alpha>7$, so that $y=\alpha$ is the undamped minimum. At this old position, \eqref{hclosed} gives
\begin{equation}
h(\alpha)=\frac{6e^\alpha}{\alpha^7}f_6(\alpha)-\frac1{720}
<\frac{6e^\alpha}{\alpha^7}.
\end{equation}
Since $h$ increases, $y_d>\alpha$, and the minimum moves outward to $x_d=y_d/\alpha>1$.

For $\alpha>7$ it also becomes shallower, because $U_d(x_d)>U(x_d)>-1$, where $U_d=V_d/\varepsilon$. On the other hand, the minimum cannot lie above the damped energy at $x=1$. Together,
\begin{equation}
-1<U_d(x_d)<-1+\frac{\alpha}{\alpha-6}\left[1-f_6(\alpha)\right].
\label{bounds}
\end{equation}
As $\alpha$ grows, $f_6(\alpha)\to1$ and the original depth is recovered. For soft potentials the change is large:

\begin{center}
\begin{tabular}{rrrrr}
\hline
$\alpha$ & $x_*$ & $U_*$ & $x_d$ & $U_d(x_d)$\\
\hline
7.5 & 0.870 & $-0.926$ & 1.264 & $-0.470$\\
8 & 0.761 & $-0.295$ & 1.199 & $-0.523$\\
9 & 0.591 & 8.97 & 1.113 & $-0.651$\\
10 & 0.467 & 68.6 & 1.062 & $-0.769$\\
12 & 0.302 & 1705 & 1.018 & $-0.918$\\
14 & 0.203 & 27585 & 1.005 & $-0.976$\\
\hline
\end{tabular}
\end{center}

If the damped curve is to keep a prescribed well, its parameters must be refitted. When $C_6$ is known independently, $A$ and $b$ are the ones to adjust. Such a refit does not always exist: since $V_d(r)>-C_6/r^6$, a depth $\varepsilon$ at $r_m$ requires at least $C_6>\varepsilon r_m^6$.

\subsection*{(g) Numerical example}

From \eqref{params}, with $\alpha-6=6$,
\begin{align}
b&=12/(4~\text{\AA})=3~\text{\AA}^{-1},\\
A&=\frac{6(0.010~\text{eV})e^{12}}{6}=1627.5~\text{eV},\\
C_6&=\frac{(0.010~\text{eV})(12)(4~\text{\AA})^6}{6}
=81.92~\text{eV\,\AA}^6 .
\end{align}
The Lambert argument in \eqref{xstar} is $-(12/7)e^{-12/7}=-0.30873$, for which $W_0=-0.518528$. Then
\begin{align}
x_*&=\frac{7}{12}(0.518528)=0.302475,\qquad r_*=1.210~\text{\AA},\\
U_*&=\frac{(0.302475)^{-7}\,[6-12(0.302475)]}{6}=1705,
\end{align}
so the barrier top is at $V_*=17.05$~eV. Equation \eqref{zeros} places the zeros at 1.004~\AA\ and 3.504~\AA. Inside the inner zero the fall is so steep that $V$ passes $-10$~meV, the level of the physical well, within about $4\times10^{-5}$~\AA: at that zero $Ae^{-br}=C_6/r^6$, so the slope is $(C_6/r^6)(6/r-b)\approx240$~eV/\AA, and $0.010/240\approx4\times10^{-5}$.

\begin{center}
\begin{tabular}{rrrr}
\hline
$r$ (\AA) & $f_6(br)$ & $V$ (eV) & $V_d$ (eV)\\
\hline
0.10 & $3.34\times10^{-8}$ & $-8.19\times10^{7}$ & 1203\\
0.50 & $9.26\times10^{-4}$ & $-4880$ & 358\\
1.00 & 0.0335 & $-0.889$ & 78.3\\
1.21 & 0.0758 & 17.05 & 41.2\\
2.00 & 0.394 & 2.754 & 3.530\\
4.00 & 0.954 & $-0.01000$ & $-0.00908$\\
6.00 & 0.999 & $-0.00173$ & $-0.00173$\\
\hline
\end{tabular}
\end{center}

The row at 1~\AA\ shows the mechanism. The undamped attraction there is 81.92~eV, slightly more than the repulsion, $81.92-0.89=81.03$~eV. Damping reduces the attraction to $0.0335\times81.92=2.74$~eV and leaves $81.03-2.74=78.29$~eV.

The damped attraction has a largest value. Since $F'=-e^{-y}h$, it peaks where $h=0$, at $br=1.163$ or $r=0.388$~\AA, and reaches 5.02~eV, far below $A$. At the origin \eqref{origin} gives $V_d(0)=1627.5$~eV and a slope of $-4918$~eV/\AA.

The damped minimum lies at 4.072~\AA\ with a depth of 9.18~meV. Relative to the undamped values, the distance has grown by 1.8\% and the depth has fallen by 8.2\%. The numerical check confirms the extrema of both potentials by direct search on the functions themselves.

\section*{Computed values}
\begin{verbatim}
EXP-6 POTENTIAL, reduced units (x = r/r_m, U = V/epsilon)
steepness where barrier top is at zero energy: 8.10538
alpha = 6.5: maximum at x = 1.0000, minimum at x = 1.1577
alpha | x* | U(x*) | damped U(0) | damped x_min | damped U_min
  7.5 | 0.86970 | -0.926 | 7232.2 | 1.26394 | -0.46961
  8.0 | 0.76088 | -0.29471 | 8942.9 | 1.19946 | -0.52299
  9.0 | 0.59120 | 8.9683 | 16206 | 1.11261 | -0.65110
 10.0 | 0.46700 | 68.645 | 33040 | 1.06239 | -0.76901
 12.0 | 0.30247 | 1705.4 | 1.6275e+05 | 1.01801 | -0.91828
 14.0 | 0.20319 | 27585 | 9.0195e+05 | 1.00482 | -0.97596
 16.0 | 0.14008 | 3.5511e+05 | 5.3317e+06 | 1.00121 | -0.99365
SHORT-RANGE COEFFICIENTS f_n(y)/y^(n+1) at y = 1e-6
n = 4: 8.333326e-03 (inverse 120.00)
n = 5: 1.388888e-03 (inverse 720.00)
n = 6: 1.984125e-04 (inverse 5040.00)
WORKED EXAMPLE (model parameters)
alpha = 12.0, r_m = 4.00 angstrom, epsilon = 10.0 meV
A = 1627.548 eV
b = 3.000 1/angstrom
C6 = 81.920 eV angstrom^6
Lambert argument for maximum: -0.308730
W0 of that argument: -0.518528
spurious maximum at r = 1.2099 angstrom
barrier top V = 17.0541 eV
inner zero of V: r = 1.0037 angstrom
outer zero of V: r = 3.5044 angstrom
collapse passes -epsilon at r = 1.00361 angstrom
r (angstrom) | f6(br) | undamped V (eV) | damped V (eV)
0.1000 | 3.33931e-08 | -8.19188e+07 | 1202.98
0.5000 | 9.25992e-04 | -4879.72 | 358.3
1.0000 | 3.35085e-02 | -0.889161 | 78.2858
1.2099 | 7.57508e-02 | 17.0541 | 41.1912
2.0000 | 3.93697e-01 | 2.75429 | 3.53036
3.0000 | 7.93219e-01 | 0.0884823 | 0.111719
4.0000 | 9.54178e-01 | -0.01 | -0.00908355
6.0000 | 9.98957e-01 | -0.00173104 | -0.00172921
damped V at r = 0: 1627.548 eV
damped slope at r = 0: -4918.19 eV/angstrom
greatest damped attraction: 5.025 eV
  reached at br = 1.16340, r = 0.3878 angstrom
damped minimum at r = 4.0720 angstrom
damped well depth = 9.1828 meV
\end{verbatim}
